Factors of Two in Formulas for the Electron-Phonon Constant λ

Q: I have several published formulas for the electron-phonon constant λ. One takes a coupling g, one a phonon linewidth, one an ion mass. They describe the same quantity, so I take the density of states, the linewidth and the mass from wherever I find them and use the handiest formula. What could go wrong?

A: The symbols. Two papers can both write N for the density of states and mean numbers that differ by a factor of two. The same holds for a linewidth and for a mass in atomic units. To see which combinations are right, we need one model in which every symbol is defined. Take the Holstein model, with one vibrating molecule per cell and N_c cells:

H = Σ_{kσ} ε_k c†_{kσ}c_{kσ} + ω0 Σ_q b†_q b_q + (g/√N_c) Σ_{kqσ} c†_{k+q,σ}c_{kσ}(b_q + b†_{−q})

I set ħ = 1 until masses enter, so rates and frequencies are energies. Energies are measured from the Fermi level. The band has width W, is half filled, and has a constant density of states per cell and per spin, N_σ = 1/W. Both spins together give N_tot = 2N_σ. The temperature is zero, the metal is taken in its normal state (superconductivity and charge order are ignored), and I work to lowest order in g². In the formulas for the metal, ω0 is the energy a phonon has there, with its shift by the electrons already included, and g is the coupling that belongs to this ω0. They are not the bare values one would put into H to calculate that shift.

Q: Then what is λ, before any formula for it?

A: It measures how strongly the electron's energy shift Σ depends on energy at the Fermi level:

λ = −dΣ/dω at ω = 0

An electron of band energy ε has its energy E fixed by E = ε + Σ(E). Half filling makes Σ(0) = 0, so near the Fermi level Σ(E) = −λE. Then

E = ε − λE, hence E = ε/(1+λ)

The band is flatter by 1+λ, and the electron heavier by the same factor.

Q: And Σ? I would expect both spins to contribute, since both couple to the phonon.

A: Second-order perturbation theory settles that. Add an electron in an empty state k, with energy ω between 0 and ω0. Two things change.

First, the electron can virtually emit a phonon and go to another empty state of energy ε. Each such process contributes the squared matrix element over the energy difference:

(g²/N_c)/(ω − ε − ω0)

Second, the Fermi sea had its own virtual processes, in which an electron from a filled state of energy ε jumped into k and emitted a phonon. Each contributed −(g²/N_c)/(ω − ε + ω0) to the energy of the sea. The added electron now occupies k, and the Pauli principle forbids these jumps. Losing a negative contribution raises the energy by

+(g²/N_c)/(ω − ε + ω0)

The phonon does not flip spin, so the final states in the first case and the blocked electrons in the second have the spin of the added electron. Replacing (1/N_c)Σ by N_σ∫dε gives

Σ(ω) = g²N_σ [ ∫_0^{W/2} dε/(ω−ε−ω0) + ∫_{−W/2}^0 dε/(ω−ε+ω0) ]

I have left out the static shift of all levels by the mean electron density. At fixed filling it is absorbed in the Fermi energy.

Q: Can the spin count be checked without perturbation theory?

A: Yes, on two sites. Let the two levels lie at −1 and +1, with phonon energy 0.5 and g = 0.02 in the same units, and keep only the phonon that connects the levels. With N_c = 2 the rule gives a shift of size

(g²/2)/(2 + 0.5) = 0.0002/2.5 = 8.0×10⁻⁵

It is negative for an electron put into the lower level of an empty system. It is positive for an electron put into the upper level when the lower one holds both spins, because one process is then blocked. Numerical diagonalization gives −8.001×10⁻⁵ and +8.005×10⁻⁵. Had both spins been blocked, the second number would have been twice as large.

Q: So λ contains N_σ. But my formula reads λ = 2N_σg²/ω0, and I took that 2 for spin.

A: Differentiate and see where it comes from. At ω = 0,

d/dω [1/(ω−ε−ω0)] = −1/(ε+ω0)²
d/dω [1/(ω−ε+ω0)] = −1/(ω0−ε)²

The first is integrated over ε from 0 to W/2, the second from −W/2 to 0. Substituting ε → −ε turns the second integral into the first, so

λ = 2g²N_σ ∫_0^{W/2} dε/(ε+ω0)²
 = 2g²N_σ [1/ω0 − 1/(W/2+ω0)]
 = (2N_σg²/ω0) · (W/2)/(W/2+ω0)

The 2 counts two processes, emission and blocking. It has nothing to do with spin. For ω0 ≪ W the last factor tends to 1:

λ = 2N_σg²/ω0 = N_tot g²/ω0

The second form holds because N_tot happens to equal 2N_σ. Someone who keeps the 2 and also inserts N_tot gets 2λ.

Q: I want numbers for that.

A: Take round parameters that stand for no particular material: W = 8 eV, ω0 = 0.05 eV, an ion mass of 20 u, and a molecular level that shifts by D = 7 eV for each ångström of displacement. The coupling is D times the matrix element of the displacement x between the oscillator states 0 and 1. To find it, note that x acting on the ground state gives only state 1, so ⟨1|x|0⟩² = ⟨0|x²|0⟩. Half of the zero-point energy ω0/2 is potential energy, and with ħ restored the force constant is K = Mω0²/ħ². Hence

½K⟨0|x²|0⟩ = ω0/4
⟨0|x²|0⟩ = ω0/(2K) = ħ²/(2Mω0)

Here K = 11.96 eV/Å², so

⟨1|x|0⟩ = √(0.05/23.92) Å = 0.0457 Å
g = 7 × 0.0457 eV = 0.320 eV

With N_σ = 1/8 = 0.125 per eV,

λ = 2 × 0.125 × 0.320²/0.05 = 0.512

The wrong reading, with N_tot = 0.25 per eV, gives 1.024. The predicted mass enhancement then rises from 1.51 to 2.02.

The numerical slope of Σ for this band is 0.506. It lies 1.2% below 0.512, as the finite-band factor 4/4.05 = 0.988 requires. With the band edges a hundred times farther away and N_σ unchanged, the slope is 0.512.

One caution: λ ≈ 0.5 is not small. The second-order energy alone, with Σ evaluated at ε, would give E = ε(1−λ), a mass factor near 2. The factor 1+λ comes from solving E = ε + Σ(E) with this Σ, and that step rests on ω0 ≪ W (Migdal's argument). Feeding the dressed electron back into Σ changes the mass factor only from 1.506 to 1.504. Vertex corrections, which that argument drops as small in ω0/W, are not computed here.

Q: Very well, from now on I use linewidths. They are measurable, and no g is needed.

A: Then we need the rate at which a phonon decays. It is absorbed by lifting an electron from a filled state k to an empty state k+q. This time both spins count, because the phonon can excite either. The golden rule gives

Γ_q = 2π (g²/N_c) · 2 Σ_k δ(ε_{k+q} − ε_k − ω0), with k filled and k+q empty

Now average over q. For fixed k, as q runs through the zone, k′ = k+q runs once through all states. The average therefore becomes a free double sum:

Γ = (1/N_c) Σ_q Γ_q = 4πg² (1/N_c²) Σ_{k filled} Σ_{k′ empty} δ(ε_{k′} − ε_k − ω0)

Each sum turns into N_σ∫dε. The delta function fixes the final energy, and that state is empty only if the initial energy lies between −ω0 and 0. That interval has length ω0, so for ω0 < W/2

Γ = 4πg²N_σ²ω0

Q: Is Γ the full width of the phonon line or the half width?

A: Γ is the decay rate of the probability that the phonon is still there. Probability is the square of an amplitude, so the amplitude falls as exp(−Γt/2). The line shape is the real part of its Fourier transform:

Re ∫_0^∞ dt exp[i(ω−ω0)t − Γt/2] = (Γ/2)/[(ω−ω0)² + (Γ/2)²]

This has half its peak value at ω − ω0 = ±Γ/2. So Γ is the full width at half maximum, and Γ/2 is the half width.

In the example,

Γ = 4π × 0.320² × 0.125² × 0.05 eV = 1.005 meV

As a test, one phonon on a single site was coupled to explicitly counted electron-hole pairs of both spins, and the resulting matrix was diagonalized. This is a lone oscillator, with none on the other sites. By the relabelling above, its golden-rule rate equals the q-average. In the full lattice each mode q decays at its own Γ_q, and no single line need have the average width. Pairs above 2ω0 were left out, because they cannot take up the phonon's energy. The population decays at a rate of 1.005 meV, and the full width of the line is 1.00 meV. Both agree with the golden rule within the 2% demanded. The last digits depend on the cutoff, because the pairs that are kept still shift the line, here to 49.7 meV. Cutting at 1.5ω0, 5ω0 or 10ω0 gives widths of 1.015, 0.984 or 0.963 meV. If all pairs and the counter-rotating terms are kept, g²ω0 is held fixed, and the bare frequency is chosen so that the line sits at 50 meV, the full width is 1.0055 meV.

Q: Now I can eliminate g.

A: From the linewidth, g² = Γ/(4πN_σ²ω0). Insert this into λ = 2N_σg²/ω0:

λ = 2N_σΓ/(4πN_σ²ω0²) = Γ/(2πN_σω0²)

The factor 2 can be absorbed in either of two places:

λ = Γ/(πN_tot ω0²), full width and total density
λ = (Γ/2)/(πN_σ ω0²), half width and density per spin

Both look like

λ = width/(πNω0²)

and this is the form in which the trouble hides. For our model, π × 0.125 × 0.05² eV = 0.982 meV, and twice that for N_tot. The four readings are:

half width, N per spin: 0.503/0.982 = 0.512
full width, N total: 1.005/1.963 = 0.512
full width, N per spin: 1.0054/0.9817 = 1.024
half width, N total: 0.503/1.963 = 0.256

Q: My paper gives γ = 2πω0 times a double sum of g² over the Fermi surface, with no mention of half or full.

A: In this model that expression, with the double sum taken for one spin, is

γ = 2πω0g²N_σ² = Γ/2

It can be read as the half width with both spins included, or as the full width that one spin species alone would produce. Either way its number is Γ/2, and it belongs with N_σ. If you compare it with a measured full width, you must double it first. You must also remove from the measured width whatever does not come from electron-hole pairs, such as anharmonic decay, disorder and instrumental broadening.

Q: At least the direction of the density-of-states error is clear. The total density is too large, so λ comes out too large.

A: Only where N stands in the numerator. In 2Ng²/ω0, the total density doubles the result. In (Γ/2)/(πNω0²), N stands in the denominator, and the same slip halves it. The physical reason is that a given width is shared among the available pairs: the more states you believe there are, the weaker the coupling you infer.

This opposite dependence is useful. Suppose a code prints g, a width and N without saying what they mean. Evaluate both formulas and form the ratio

R = [2Ng²/ω0] / [width/(πNω0²)]

The four cases give different values:

N per spin, half width: R = 1
N total, half width: R = 2/(1/2) = 4
N total, full width: R = 2/1 = 2
N per spin, full width: R = 1/2

So on this model R tells you both conventions at once, provided the printed g is normalized as in H. A g² defined with an extra factor of two doubles every R, and the cases can then be confused. The third case deserves attention. There the linewidth formula gives the right λ although neither input is the one that the half-width formula asks for, because the two factors cancel. If you then carry the same N into the formula with g, you are wrong by a factor of two.

Q: Would R also reveal a wrong mass?

A: No, if the width was computed from the same g. Both numerator and denominator are then proportional to g², and a wrong mass cancels. The mass has to be examined separately. Put g² = D²ħ²/(2Mω0) into λ:

λ = 2N_σg²/ω0 = N_σD²ħ²/(Mω0²)

In atomic units ħ = 1, but there are two such systems. The Rydberg energy is

1 Ry = ħ²/(2m_e a0²)

where a0 is the Bohr radius. With energies in Ry, lengths in a0 and ħ = 1, this equation reads 1 = 1/(2m_e), so the electron mass has the value 1/2. The unit of mass is therefore 2m_e, and an ion has the mass number M/(2m_e). The Hartree is twice the Rydberg, which gives 1 = 1/m_e and the mass number M/m_e.

Our ion of 20 u has M = 36458 electron masses, or 18229 Rydberg mass units. The other inputs are N_σ = 1.7007 per Ry, D = 0.27226 Ry/a0 and ω0 = 0.003675 Ry. Then

λ = 1.7007 × 0.27226²/(18229 × 0.003675²) = 0.512

With 36458 in place of 18229 the result is 0.256. The reverse slip, Hartree energies with the Rydberg mass number, gives 1.024.

Q: Then I have a simple check. If λ comes out right, my mass units are right.

A: That depends on what you held fixed. The factor of two appeared because ω0 was given independently of the mass. A calculation can instead start from the force constant K and obtain the frequency from K and M. Since Mω0²/ħ² = K,

λ = N_σD²ħ²/(Mω0²) = N_σD²/K

and the mass has dropped out. In numbers, 0.125 × 49/11.96 = 0.512. A heavier ion has a smaller zero-point motion, which lowers g², but also a lower frequency, which raises g²/ω0, and the two effects balance.

I doubled the mass at fixed K and solved the oscillator again numerically. The limiting formula stays at 0.512, while the phonon energy drops from 0.0500 to 0.0354 eV, a factor √2. The slope itself moves only through the finite-band factor, from 0.506 to 0.508. In such a calculation a wrong mass unit shows up in the frequencies, and a correct λ says nothing about it.

Q: So once N, the width and the mass are defined, the formulas are interchangeable after all?

A: Under the conditions used here: lowest order in g², zero temperature, a constant density of states, ω0 ≪ W, and a width averaged over all q. The width Γ_q of a single phonon can differ greatly from that average, and it must not be inserted in its place. In a one-dimensional band with this same flat density of states, fewer than 1% of the phonons decay at all, yet the average is still 1.005 meV. The model also has one phonon frequency and a constant g. With dispersive phonons, the quantity to average is Γ_q/ω_q², not the width alone. Within these conditions, what remains is the 1.2% between the slope and the limiting formula. Outside them the formulas can part company, whatever the conventions. Take the opposite limit, ω0 ≫ W, still at lowest order. The slope with its finite-band factor becomes

λ → (2g²/(Wω0)) · (W/2)/ω0 = g²/ω0²

which is not zero. But no electron-hole pair in this band has an energy above W, so the phonon cannot decay into a pair and Γ = 0. The linewidth formula then returns λ = 0. An electron can still be dressed by virtual phonons when a real phonon has nothing to decay into. No factor of two repairs that.

Q: What should I write down next time I quote a λ?

A: Whether N counts one spin or both, whether the width is full or half, and which mass unit goes with the energy unit. Then run your formulas once on this model, where the answer is 0.512. The numerical output lists the right and the mixed readings with the mass enhancement each one implies. They run from 1.26 to 2.02 for one and the same metal, whose value at this order is 1.51.

Numbers as computed

```
INPUT
bandwidth W = 8.0 eV
phonon energy w0 = 0.050 eV
ion mass M = 20.0 u
level shift per displacement D = 7.0 eV/angstrom
COUPLING
N_s = 0.1250 states/(eV cell spin)
N_tot = 0.2500 states/(eV cell), both spins
force constant K = 11.961 eV/angstrom^2
<1|x|0>, numerical oscillator = 0.04572 angstrom
g from formula = 0.32002 eV
g from numerical oscillator = 0.32002 eV
TWO-SITE CHECK (hopping = 1, phonon = 0.5, g = 0.02)
shift, empty band: exact -8.0010e-05, rule -8.0000e-05
shift, blocked: exact 8.0047e-05, rule 8.0000e-05
LAMBDA FROM THE SELF-ENERGY (dimensionless)
2 N_s g^2/w0 = 0.5121
numerical slope, W = 8 eV = 0.5058
finite-band factor = 0.9877
numerical slope, band edges 100 times farther = 0.5120
PHONON LINEWIDTH
golden-rule full width = 1.0054 meV
golden-rule half width = 0.5027 meV
simulated population decay rate * hbar = 1.0052 meV
simulated line, full width at half max = 1.0025 meV
MASS UNITS
M = 36457.8 electron masses
M = 18228.9 Rydberg mass units
w0 = 0.003675 Ry
D = 0.27226 Ry/bohr
N_s = 1.70071 states/(Ry cell spin)
MASS DOUBLED AT FIXED FORCE CONSTANT
phonon energy = 0.03535 eV, lambda = 0.5121
TABLE: reading | lambda | ratio to correct | 1+lambda
2 N g^2/w0, N per spin | 0.5121 | 1.00 | 1.5121
2 N g^2/w0, N total | 1.0241 | 2.00 | 2.0241
width/(pi N w0^2), half, per spin | 0.5121 | 1.00 | 1.5121
width/(pi N w0^2), full, total | 0.5121 | 1.00 | 1.5121
width/(pi N w0^2), full, per spin | 1.0241 | 2.00 | 2.0241
width/(pi N w0^2), half, total | 0.2560 | 0.50 | 1.2560
Rydberg energies, Rydberg mass | 0.5121 | 1.00 | 1.5121
Rydberg energies, mass in m_e | 0.2560 | 0.50 | 1.2560
Hartree energies, mass in m_e | 0.5121 | 1.00 | 1.5121
Hartree energies, Rydberg mass | 1.0241 | 2.00 | 2.0241
```
